\section*{Choosing the smoothing length for electron energy distributions from Langmuir probes}

\section{Three readings of a Maxwellian current}

Let the electron current to a probe be $I(U)=I_0e^{-U/T}$, where $U\ge 0$ is the retarding voltage (plasma potential minus probe potential) and $T$ is the electron temperature in volts, numerically equal to its value in eV. The energy distribution follows from $I''$. The simplest estimate of $I''$ uses three readings a distance $s$ apart, each with independent noise of standard deviation $\sigma$. Without noise it gives
\begin{equation}
\frac{I(U+s)-2I(U)+I(U-s)}{s^2}
=I(U)\,\frac{2\cosh(s/T)-2}{s^2}
=\frac{I(U)}{T^2}\left(1+\frac{s^2}{12T^2}+\dots\right).
\end{equation}
The bias is therefore $Bs^2$ with $B=I(U)/(12T^4)$. The noise variance is $(1+4+1)\sigma^2/s^4$. The mean squared error $B^2s^4+6\sigma^2s^{-4}$ is smallest when $4B^2s^3=24\sigma^2s^{-5}$, or $s^8=6\sigma^2/B^2$. A short spacing amplifies noise and a long one distorts the curve.

One can instead smooth the whole sweep, with a strength set by a smoothing parameter. The same conflict fixes its value. For the penalty used below, and for the error of the distribution as a whole, the main bias then has another source: the end of the data at the plasma potential.

\section{From current to distribution}

Assume isotropic electrons, a convex probe and a collisionless sheath. Let $F$ be the velocity-space density in the plasma. It is conserved along orbits, and every orbit reaching the surface comes from the plasma. An electron with plasma speed $v$ arrives with speed $v_s$, where $v_s^2=v^2-2eU/m$, so $v_s\,dv_s=v\,dv$. Since $\int\cos\theta\,d\Omega=\pi$ over the incoming hemisphere,
\begin{equation}
I=eA\pi\int v_s^3F\,dv_s
=eA\pi\int\left(v^2-\frac{2eU}{m}\right)F\,v\,dv .
\end{equation}
Let $E$ be the energy in eV and $f(E)$ the electron density per eV, so that $4\pi v^2F\,dv=f\,dE$. Then
\begin{equation}
I(U)=\frac{eA}{4}\int_U^\infty f(E)\,v(E)\left(1-\frac{U}{E}\right)dE,
\qquad v(E)=\sqrt{\frac{2eE}{m}} .
\end{equation}
The integrand vanishes at $E=U$, so the first derivative has no boundary term:
\begin{align}
I'&=-\frac{eA}{4}\int_U^\infty\frac{f v}{E}\,dE,\qquad
I''=\frac{eA}{4}\,f(U)\sqrt{\frac{2e}{mU}},\\
f(U)&=\frac{2\sqrt{2meU}}{e^2A}\,I''(U). \label{eq:f}
\end{align}
The factor $\sqrt U$ matters for the choice of smoothing. The integrated squared error of $f$ on $0<U<W$ is proportional to
\begin{equation}
R=\int_0^W U\,\langle(\delta I'')^2\rangle\,dU ,
\end{equation}
where $\delta I''$ is the error of the curvature and the brackets average over noise. An error of given size in $I''$ therefore counts less near zero energy than at high energy.

\section{What the setting does}

For readings $y_i=I(U_i)+\eta_i$ with step $h$, the smooth curve $z$ minimises
\begin{equation}
\sum_i(y_i-z_i)^2+\lambda\sum_j(\Delta^3z_j)^2,\qquad
\lambda=(\ell/h)^6 .
\end{equation}
Setting the derivative with respect to $z$ to zero gives $(1+\lambda D_3^{T}D_3)z=y$, where $D_3$ forms third differences. The curvature estimate is $c=D_2z/h^2=Ly$, which is linear in the data. Its error is $(LI-I'')+L\eta$. Since $\langle\eta\rangle=0$, the cross term averages to zero, and at each point
\begin{equation}
\langle(c-I'')_i^2\rangle=(LI-I'')_i^2+\sigma^2\sum_k L_{ik}^2 .
\end{equation}
The first term is squared bias and the second is variance.

The length $\ell$ carries the physics; $\lambda$ depends on the grid. Halving $h$ at fixed $\lambda$ halves $\ell$.

\subsection{Continuum form}

For $h\ll\ell$ the sums become integrals, and $h$ times the functional is $\int(y-z)^2dU+\ell^6\int z'''^2dU$. A variation $\zeta$ gives $\int(z-y)\zeta\,dU+\ell^6\int z'''\zeta'''dU=0$, and three integrations by parts give
\begin{equation}
\int z'''\zeta'''\,dU=\left[z'''\zeta''-z^{(4)}\zeta'+z^{(5)}\zeta\right]-\int z^{(6)}\zeta\,dU .
\end{equation}
Because $\zeta$ is arbitrary inside and at the ends,
\begin{equation}
z-\ell^6z^{(6)}=y,\qquad z'''=z^{(4)}=z^{(5)}=0\ \text{at each end}. \label{eq:ode}
\end{equation}
A penalty on $z''$ would by the same argument force $z''=0$ at the plasma potential, where a Maxwellian has its largest curvature. Penalising $z'''$ leaves $z''$ free there but makes it flat.

On the grid, the third differences $w_j$ obey $z_i-y_i=\lambda(w_i-3w_{i-1}+3w_{i-2}-w_{i-3})$, with $w_{-1}=w_{-2}=w_{-3}=0$. As $w_j$ is centred at $(j+\tfrac32)h$, these three zeros are centred at $-h/2$. The continuum end thus lies half a step before the first reading.

\subsection{Far from the ends}

For $y=e^{ikU}$, equation~(\ref{eq:ode}) gives $z=y/[1+(\ell k)^6]$. White noise has spectral density $\sigma^2h$, so with $q=\ell k$ the variance of $z''$ is
\begin{equation}
\frac{\sigma^2h}{\pi\ell^5}\int_0^\infty\frac{q^4\,dq}{(1+q^6)^2} .
\end{equation}
Since $q^5/(1+q^6)^2$ is the derivative of $q^6/[6(1+q^6)]$, integration by parts turns the integral into $G/6$ with $G=\int_0^\infty q^4dq/(1+q^6)$. Replacing $q$ by $1/q$ shows that also $G=\int_0^\infty dq/(1+q^6)$. From $1+q^6=(1+q^2)(1-q^2+q^4)$,
\begin{equation}
2G-\int_0^\infty\frac{q^2dq}{1+q^6}=\int_0^\infty\frac{dq}{1+q^2}=\frac{\pi}{2} .
\end{equation}
The remaining integral is $\pi/6$ (put $p=q^3$). Hence $G=\pi/3$ and
\begin{equation}
\mathrm{var}(z'')_{\rm interior}=\frac{\sigma^2h}{18\,\ell^5}. \label{eq:var}
\end{equation}
A Maxwellian is multiplied by $1/(1-r^6)$, with $r=\ell/T<1$. This interior bias is very small for small $r$.

\subsection{At the plasma potential}

Put $t=U/\ell$ and let $u=T^2z''/I_0$ for a Maxwellian. The solution that stays bounded away from the end is
\begin{equation}
u=\frac{e^{-rt}}{1-r^6}+\sum_{j=1}^3b_je^{s_jt},\qquad
(s_j+1)(s_j^2+s_j+1)=0,
\end{equation}
which uses the three roots of $s^6=1$ with negative real part. The conditions $u'=u''=u'''=0$ at $t=0$ read $\sum_jb_js_j^m=-(-r)^m/(1-r^6)$ for $m=1,2,3$. Each root obeys $s^3+2s^2+2s+1=0$; multiplying by $b_j$ and summing gives $\sum_jb_j=(-2r+2r^2-r^3)/(1-r^6)$. Therefore
\begin{equation}
u(0)=\frac{(1-r)(1-r+r^2)}{1-r^6}=\frac{1}{(1+r)(1+r+r^2)}\approx1-2r . \label{eq:end}
\end{equation}
The bias here is of first order in $r$, against sixth order in the interior.

The same result gives the noise at the end. Write $z''(0)=\ell^{-2}\int_0^\infty k(t)\,y(\ell t)\,dt$. Inserting $y=e^{-rt}$ shows that the Laplace transform of $k$ is $r^2/[(1+r)(1+r+r^2)]$. At $r=iq$ the squared modulus of the denominator is $(1+q^2)(1-q^2+q^4)=1+q^6$. By Parseval's theorem,
\begin{equation}
\mathrm{var}\,z''(0)=\frac{\sigma^2h}{\ell^5}\int_0^\infty k^2dt
=\frac{\sigma^2h}{\ell^5}\,\frac{G}{\pi}=\frac{\sigma^2h}{3\,\ell^5},
\end{equation}
six times the interior value. For $T=5$~eV and $\ell=1.5$~V the matrix solution passed tests against both variances, the end factor (0.553) and the curvature profile over 0--25~V.

\section{The optimum}

For a smooth current with $I'''(0)\ne0$ that varies on a scale $T\gg\ell$, write $\delta I''=\ell I'''(0)\varphi(t)$. To leading order the end conditions require $\varphi'(0)=-1$ and $\varphi''(0)=\varphi'''(0)=0$. With $\omega=\sqrt3/2$ and
\begin{equation}
\varphi=\alpha e^{-t}+e^{-t/2}(\beta\cos\omega t+\gamma\sin\omega t),
\end{equation}
they become
\begin{equation}
-\alpha-\tfrac12\beta+\omega\gamma=-1,\quad
\alpha-\tfrac12\beta-\omega\gamma=0,\quad -\alpha+\beta=0 .
\end{equation}
The last two give $\beta=\alpha$ and $\omega\gamma=\alpha/2$; the first then gives $\alpha=1$, so $\gamma=1/\sqrt3$.

The weighted square needs $\int_0^\infty te^{-pt+i\nu t}dt=(p+i\nu)^2/(p^2+\nu^2)^2$. The square of $e^{-t}$ contributes $\frac14$. The cross term has $p=\frac32$, $\nu=\omega$, for which the integral is $\frac16+\frac{\sqrt3}{6}i$; it contributes $2(\frac16+\frac16)=\frac23$. In the last square,
\begin{equation}
\left(\cos\omega t+\tfrac{1}{\sqrt3}\sin\omega t\right)^2
=\tfrac23+\tfrac13\cos\sqrt3t+\tfrac{1}{\sqrt3}\sin\sqrt3t ,
\end{equation}
and with $p=1$, $\nu=\sqrt3$ it contributes $\frac23-\frac1{24}+\frac18=\frac34$. The sum is $\int_0^\infty t\varphi^2dt=\frac53$.

The substitution $U\,dU=\ell^2t\,dt$ supplies two more powers of $\ell$ in the squared bias. The variance (\ref{eq:var}) is multiplied by $\int_0^WU\,dU=W^2/2$; the extra noise at the end raises this by a relative amount of about $24(\ell/W)^2$, which is below 1\% at the optimum of the example below. Thus, for $h\ll\ell\ll T$ and $\ell\ll W$,
\begin{equation}
R\approx\frac53\,\ell^4I'''(0)^2+\frac{\sigma^2hW^2}{36\,\ell^5}. \label{eq:risk}
\end{equation}
Setting $dR/d\ell=0$ gives $\frac{20}{3}\ell^3I'''(0)^2=\frac{5}{36}\sigma^2hW^2\ell^{-6}$, or
\begin{equation}
\ell_{\rm opt}^9=\frac{\sigma^2hW^2}{48\,I'''(0)^2}. \label{eq:rule}
\end{equation}
Multiplying the stationarity condition by $\ell$ shows that four times the squared bias equals five times the variance: their ratio is $5/4$. For a test case with $T=10$~eV, the rule gives 0.500~V and the matrix optimum is 0.515~V. The optimum grows as $\sigma^{0.227}$, close to the predicted $\sigma^{2/9}$.

With $x=\ln(\ell/\ell_{\rm opt})$,
\begin{equation}
\frac{R}{R_{\min}}=\frac59e^{4x}+\frac49e^{-5x}\approx1+10x^2 .
\end{equation}
A 10\% error in $\ell$ raises $R$ by about 10\%, and the root-mean-square error by about 5\%. In this approximation a factor of two is costly: the root-mean-square error rises about threefold if $\ell$ is too long and nearly fourfold if it is too short. When $\ell/T$ is not very small, the bias grows more slowly than $\ell^2$, and too long an $\ell$ costs somewhat less, as in the example below.

\subsection{If the tail is what matters}

At a point far from both ends, a Maxwellian has relative bias of about $r^6$. The error to minimise there is $I''(U)^2(\ell/T)^{12}+\sigma^2h/(18\ell^5)$, which gives
\begin{equation}
\ell^{17}=\frac{5\,\sigma^2h\,T^{12}}{216\,I''(U)^2}.
\end{equation}
This requires that the end layer has died out. The layer decays as $e^{-U/2\ell}$ and the signal as $e^{-U/T}$, so one needs $\ell<T/2$ and $r\,e^{-U(1/2\ell-1/T)}\ll r^6$. This condition is severe. For a Maxwellian with $T=5$~eV and the $I_0$, $\sigma$ and $h$ of the sweep below, the formula gives $\ell=2.1$~V at $U=20$~V, where the left side of this condition is still about 36 times $r^6$. That estimate is of leading order in $r$; at $r\approx0.4$ the exact envelope of the layer is about 21 times $r^6$, and the oscillating layer itself about 9 times $r^6$. The end layer then sets the limit, and the formula should not be used. Even so, a longer $\ell$ can serve the tail than serves the whole distribution, as the example shows.

\section{A worked sweep}

A model plasma has density $10^{16}$~m$^{-3}$, with 90\% of the electrons at 3~eV and 10\% at 8~eV. The cylindrical probe has radius 0.05~mm and length 10~mm. The sweep covers 0--40~V in steps of 0.05~V with noise of 1~$\mu$A, and $W=25$~V. The current at the plasma potential is 1.55~mA, so the noise is below 0.1\% of it. Yet raw second differences have noise $\sqrt6\,\sigma/h^2=980~\mu$A/V$^2$, while $I''(0)$ is $150~\mu$A/V$^2$.

With $I'''(0)=-49.1~\mu$A/V$^3$, the rule gives
\begin{equation}
\ell^9=\frac{(10^{-6})^2(0.05)(25)^2}{48\,(49.1\times10^{-6})^2}
=2.7\times10^{-4},\qquad \ell=0.40~\text{V}.
\end{equation}
The errors below are square roots of the parts of $R$, relative to the same weighted norm of the true curvature.
\begin{center}
\begin{tabular}{rrrr}
$\ell$ (V) & bias (\%) & noise (\%) & total (\%)\\
0.15 & 0.5 & 46.7 & 46.7\\
0.25 & 1.4 & 13.0 & 13.1\\
0.43 & 3.9 & 3.4 & 5.2\\
0.80 & 11.5 & 0.7 & 11.5\\
1.50 & 28.8 & 0.2 & 28.8
\end{tabular}
\end{center}
The matrix optimum is 0.43~V, or $\lambda=(0.43/0.05)^6\approx4\times10^5$. It exceeds the rule by 7\% because the leading-order bias is too large here. At 0.43~V, equation~(\ref{eq:risk}) gives root-mean-square parts of 11.7 and 7.7~$\mu$A/V, a bias-to-noise ratio of 1.5, whereas the matrix calculation gives $3.91/3.35\approx1.2$. Averages over 400 simulated sweeps at each of three lengths agreed with the predicted $R$ within 1\%.

A measured sweep does not come with its true $I'''(0)$. Here $\sigma$ was estimated from fourth differences, whose variance is $(1+16+36+16+1)\sigma^2=70\sigma^2$ for white noise, giving 1.02~$\mu$A. A straight line through $\ln I$ over 0--3~V gave $T=3.43$~eV and $I'''(0)=-38~\mu$A/V$^3$. This magnitude is 22\% too small, since one exponential cannot represent two temperatures, but it enters the rule with power $-2/9$ and lengthens $\ell$ by only 6\%. The result, 0.426~V, lies very near the optimum because this error happens to offset the shortfall of the rule. That cancellation belongs to this case.

The distribution recovered from that sweep, in $10^{14}$~m$^{-3}$\,eV$^{-1}$, was:
\begin{center}
\begin{tabular}{rrrrr}
$E$ (eV) & true & found & bias & st.\ dev.\\
0.5 & 12.03 & 10.78 & $-1.30$ & 0.10\\
2 & 14.74 & 15.01 & $0.26$ & 0.09\\
5 & 8.85 & 9.08 & $0.02$ & 0.13\\
10 & 2.66 & 2.52 & $0.00$ & 0.19\\
15 & 0.81 & 0.51 & $0.00$ & 0.23\\
20 & 0.29 & 0.74 & $0.00$ & 0.27
\end{tabular}
\end{center}
The 11\% deficit at 0.5~eV is the end layer, and the small excess at 2~eV is its oscillation. Away from both ends of the sweep the noise in $I''$ is nearly uniform, so the noise in $f$ grows as $\sqrt E$, by equation~(\ref{eq:f}), while in the tail the signal falls. At 20~eV the standard deviation nearly equals the true value, so this choice of $\ell$ does not determine the distribution there. Integrals suffer less: within the window the density is $0.984\times10^{16}$~m$^{-3}$ against a true 0.989, and the mean energy is 5.02~eV against 4.95~eV.

For the tail, doubling $\ell$ to 0.85~V would reduce the noise by $2^{5/2}=5.7$, from 29\% to about 5\% of $f$ at 15~eV. The leading-order layer there is still below 1\%. Such a second pass should not be used for the low-energy part.

\section{Using the setting}

\begin{enumerate}
\item Locate the plasma potential, subtract the ion current, and begin the fit at $U=0$.
\item Estimate $\sigma$ from fourth differences and $I'''(0)=-I_0/T^3$ from a semilogarithmic fit near $U=0$, over a range as short as the noise allows. With two well-separated temperatures the magnitude found can be several times too small, which makes $\ell$ too long: by equation~(\ref{eq:rule}), a factor of five lengthens it by about 40\%. If the fit range exceeds the cold temperature the factor can be far larger: for equal densities at 0.5 and 5~eV it is about 27 for a fit over 0--1~V and about 110 over 0--3~V, which lengthens $\ell$ twofold and nearly threefold.
\item Compute $\ell$ from equation~(\ref{eq:rule}). If a program uses the third-difference penalty above and asks for $\lambda$, enter $(\ell/h)^6$; another penalty needs its own rule.
\item Check that $\ell$ is several steps long, well below $T$, and that the sweep extends beyond $W$ by a few times $2\ell$.
\item Repeat with $\ell$ changed by a factor of about 1.5 each way. A feature near zero energy that moves with $\ell$ is suspect as bias; a tail feature that disappears at larger $\ell$ may be noise, or a real feature too narrow for that $\ell$. Comparing its height in $I''$ with the noise from equation~(\ref{eq:var}) helps to tell them apart.
\end{enumerate}

At fixed $\sigma$ the rule gives $\ell\propto h^{1/9}$, so $\lambda\propto h^{-16/3}$: halving the step calls for a $\lambda$ about 40 times larger. A value of $\lambda$ should not be carried from one sweep to another with a different step.

The rule needs an $I'''(0)$ that is not close to zero. For a Druyvesteyn distribution, $f\propto\sqrt E\,e^{-(E/E_0)^2}$, equation~(\ref{eq:f}) gives $I''\propto e^{-(U/E_0)^2}$ and hence $I'''(0)=0$. The leading-order bias vanishes and the rule has no finite answer. A semilogarithmic fit still returns a finite $I'''(0)$, which overstates the bias and makes $\ell$ too short. The rule with this estimate is therefore for distributions close to Maxwellian at low energy.

The analysis also assumes white noise of constant size. Noise whose correlation is positive and decays smoothly with distance, as after a low-pass filter, is underestimated by fourth differences, while its low-frequency part, which is what survives the smoothing, is larger than for white noise of the same $\sigma$; the chosen $\ell$ is then too short. With a correlation $0.5^k$ between readings $k$ steps apart, the sweep above gives $0.61\sigma$ and $\ell=0.36$~V against an optimum of 0.49~V. Noise with an oscillating correlation can err in either direction. Smoothing cannot repair a wrong plasma potential. This shifts the energy scale and, if readings from the other side of the knee enter the fit, also distorts the curve at low energy. Nor can smoothing repair a knee rounded by radio-frequency voltage or by the instrument. Anisotropic electrons and collisions in the sheath can invalidate equation~(\ref{eq:f}) itself. The numerical output below gives the remaining figures.

\section*{Numbers as computed}
\begin{verbatim}
probe area = 3.1416 mm^2
current at plasma potential = 1.5509 mA
I''(0) = 149.58 uA/V^2
I'''(0) = -49.09 uA/V^3
noise = 1.00 uA, step = 0.05 V, samples = 801
raw second-difference noise = 979.8 uA/V^2
raw relative EEDF error = 7513 %
test T = 5.0 eV, ell = 1.5 V:
  largest profile gap matrix-continuum = 4.3e-05
  end factor matrix, formula = 0.5534, 0.5534
  variance constant interior, end = 0.05557, 0.33329
layer constant (5/3 expected) = 1.6662
test T = 10.0 eV: exact ell, rule = 0.5148, 0.5000 V
  noise exponent = 0.2271 (2/9 = 0.2222)
  squared bias/variance at optimum = 1.269
example, relative EEDF errors in %:
  ell (V)    bias   noise   total
   0.1500    0.50   46.73   46.73
   0.2500    1.40   12.98   13.05
   0.4299    3.91    3.35    5.15
   0.8000   11.47    0.71   11.49
   1.5000   28.75    0.15   28.75
exact optimum ell = 0.4299 V, rule = 0.4013 V
squared bias/variance at exact optimum = 1.363
simulated/predicted risk at ell = 0.2, optimum, 1.2 V: 1.009, 1.004, 1.000
from one sweep: sigma = 1.017 uA, T fit = 3.431 eV
  I'''(0) = -38.22 uA/V^3, ell = 0.4259 V
  expected risk / minimum risk = 1.0008
EEDF in 1e14 m^-3 eV^-1 at the data-driven ell:
  E (eV)    true   found    bias      sd
    0.5  12.0294  10.7795  -1.2975   0.0965
    1.0  14.4440  14.4123  -0.1303   0.0908
    2.0  14.7398  15.0080   0.2579   0.0891
    5.0   8.8511   9.0823   0.0150   0.1335
   10.0   2.6566   2.5214   0.0000   0.1888
   15.0   0.8062   0.5145   0.0000   0.2313
   20.0   0.2943   0.7384   0.0000   0.2671
mean recovered/true curvature at U = 0.05 V: 0.7756
true density, mean energy in 0-25 eV: 0.9888e16 m^-3, 4.9460 eV
found density, mean energy in 0-25 eV: 0.9838e16 m^-3, 5.0210 eV
\end{verbatim}
